# Defocus in Three-Beam Imaging: Fundamental and Second Harmonic

## Where the law holds and how it changes

The symbols carry over from the first half. The mask has period $p$ and $K=2\pi/p$; the light has wavenumber $k=2\pi n/\lambda$ in the image medium. Orders $0$ and $\pm1$ have amplitudes $a_0$ and $a_1$, the side orders travel at angles $\pm\theta$ with $\sin\theta=K/k$, and at distance $z$ from focus they lag behind order 0 by $\Phi=kz(1-\cos\theta)$. For TE light the image is

$$
I=B_0+B_1\cos Kx+B_2\cos2Kx,
$$

with $B_0=a_0^2+2a_1^2$, $B_1=4a_0a_1\cos\Phi$ and $B_2=2a_1^2$. The worked case has $\lambda=200$ nm, $n=1$, $p=250$ nm, $a_0=0.5$, $a_1=0.3183$, $\sin\theta=0.8$, and $\Phi=90^\circ$ at $z=125$ nm.

The derivation assumed TE polarization, equal side orders, real amplitudes, one axial source point and three beams. These assumptions do different work, and each can be relaxed in turn.

Consider first the polarization with the electric field in the plane of the beams, called TM. The field of each order is perpendicular to its direction of travel. The side orders travel along $(\pm\sin\theta,0,\cos\theta)$, and suitable unit vectors for the field are

$$
\hat{\mathbf e}_0=(1,0,0),\qquad \hat{\mathbf e}_{\pm1}=(\cos\theta,0,\mp\sin\theta).
$$

Assume that the lens delivers the same amplitudes $a_0$ and $a_1$ along these vectors. A real reduction lens scales oblique orders by an obliquity factor, about 1.28 for $a_1$ at $\sin\theta=0.8$ with fourfold reduction in air. This factor is left out here for both polarizations; it changes the worked numbers but not the dependence on focus. Two beams now interfere in proportion to the scalar product of their field directions:

$$
\hat{\mathbf e}_0\cdot\hat{\mathbf e}_{\pm1}=\cos\theta,\qquad
\hat{\mathbf e}_{1}\cdot\hat{\mathbf e}_{-1}=\cos^2\theta-\sin^2\theta=\cos2\theta .
$$

Each term of the TE intensity that comes from a pair of different beams acquires the matching factor, and the squares of single beams acquire none. Therefore

$$
B_0=a_0^2+2a_1^2,\quad B_1=4a_0a_1\cos\theta\cos\Phi,\quad B_2=2a_1^2\cos2\theta .
$$

The new factors do not contain $z$, so the focus law is the same as for TE. The strengths are not. In the worked case the focused fundamental falls from 0.637 to $0.6\times0.637=0.382$. The second harmonic becomes $-0.28\times0.2026=-0.057$. It is negative because the side beams are more than $90^\circ$ apart, so that their field vectors have a negative scalar product. At $z=125$ nm the TM image has period $p/2$, as the TE image does, but its maxima lie where the TE image has minima.

Unpolarized light is an equal, incoherent mixture of the two. Averaging the harmonics gives

$$
B_1=2a_0a_1(1+\cos\theta)\cos\Phi,\qquad
B_2=a_1^2(1+\cos2\theta)=2a_1^2\cos^2\theta ,
$$

and the law holds again. The point $x=p/4$ keeps a fixed intensity in TM light too, but the value is different:

$$
B_0-B_2=a_0^2+2a_1^2(1-\cos2\theta)=a_0^2+4a_1^2\sin^2\theta .
$$

This is 0.509 in the worked case, against 0.250 for TE. The field directions of the side beams are not parallel, so these beams cannot cancel completely.

Next, let the side orders differ in strength, with real amplitudes $a_+$ and $a_-$. Return to TE light. The pair $(+1,-1)$ gives $2a_+a_-\cos2Kx$, still independent of focus. The two pairs that contain order 0 give

$$
\begin{aligned}
&2a_0\left[a_+\cos(Kx-\Phi)+a_-\cos(Kx+\Phi)\right]\\
&\quad=2a_0\left[(a_++a_-)\cos\Phi\cos Kx+(a_+-a_-)\sin\Phi\sin Kx\right].
\end{aligned}
$$

The two sets of fringes still move apart, but at $\Phi=\pi/2$, where they are in opposition, the weaker set cannot cancel the stronger. A fundamental of amplitude $2a_0|a_+-a_-|$ is left. The symmetry of the side orders is thus needed for the cosine factor, while the constancy of the second harmonic does not depend on it.

Aberrations of the lens add phases to the orders. Let the side orders have phases $w_e+w_o$ for $+1$ and $w_e-w_o$ for $-1$, both measured relative to order 0. Here $w_e$ is the even part and $w_o$ the odd part, and any two phases can be written in this way. The field, without its common phase factor, is

$$
\begin{aligned}
E&=a_0+a_1e^{i(w_e-\Phi)}\left[e^{i(Kx+w_o)}+e^{-i(Kx+w_o)}\right]\\
&=a_0+2a_1e^{-i(\Phi-w_e)}\cos(Kx+w_o).
\end{aligned}
$$

This has the form of the field without aberrations, with $\Phi$ replaced by $\Phi-w_e$ and $Kx$ by $Kx+w_o$. The intensity follows by the same replacement:

$$
\begin{aligned}
I={}&a_0^2+2a_1^2+4a_0a_1\cos(\Phi-w_e)\cos(Kx+w_o)\\
&+2a_1^2\cos(2Kx+2w_o).
\end{aligned}
$$

The even part acts as a change of focus. The odd part moves the whole pattern by $-w_o/K$, with both harmonics displaced by the same distance. Take $w_e=0.30$ rad, $w_o=0.20$ rad and $z=62.5$ nm, where $\Phi=0.785$ rad. The fundamental is $0.6366\cos(0.485)=0.563$, compared with 0.450 without the aberration, because the even phase cancels part of the defocus. The pattern moves by $-0.20\times250/(2\pi)=-7.96$ nm. The second harmonic keeps its magnitude.

The even phase can be removed for one period by setting the focus to $\Phi=w_e$. Another period sends its side orders through another part of the pupil. The same focus setting serves both periods only if $w_e$ is proportional to $1-\cos\theta$ at the two angles, up to whole turns of phase. Otherwise the periods have different best foci.

A mask can also put a phase between the orders. Let the lines transmit a complex amplitude $\tau$ instead of zero. The transmission is then $\tau$ everywhere plus $1-\tau$ in the clear spaces, and the coefficients are

$$
a_0=d+(1-d)\tau,\qquad a_1=a_{-1}=(1-\tau)\frac{\sin\pi d}{\pi}.
$$

Write $\delta=\arg(a_1/a_0)$. Taking the phase of $a_0$ out as a common factor leaves $|a_0|+2|a_1|e^{i(\delta-\Phi)}\cos Kx$, and squaring as before gives

$$
B_1=4|a_0a_1|\cos(\delta-\Phi),\qquad B_2=2|a_1|^2 .
$$

The second harmonic is still independent of focus. The fundamental, relative to its value at $z=0$, is

$$
\frac{B_1(z)}{B_1(0)}=\frac{\cos(\delta-\Phi)}{\cos\delta}=\cos\Phi+\tan\delta\,\sin\Phi ,
$$

provided that $\cos\delta\neq0$. This equals $\cos\Phi$ at every focus when $\delta$ is 0 or $\pi$, which is the case for any real $\tau$ that leaves both amplitudes different from zero. Lines that transmit weakly with a phase of $180^\circ$ therefore obey the law in its original form.

With $\tau=0.25i$, a leak of amplitude 0.25 at $90^\circ$, and $d=1/2$, the coefficients are $a_0=(1+0.25i)/2$ and $a_1=(1-0.25i)/\pi$. Their phases are $+14.04^\circ$ and $-14.04^\circ$, so $\delta=-28.07^\circ$. The fundamental is largest at $\Phi=\delta$, which lies at $z=-125\times28.07/90=-39.0$ nm. In this model the phase $\delta$ enters the image as an even pupil phase $w_e=\delta$ would. Focus data from a single period give $|a_0|$, $|a_1|$ and only the sum $\delta+w_e$. Separating the two phases needs outside knowledge of the mask. If $d=1/2$ is known and the intensity is measured relative to an open mask, the two magnitudes of this example fix $\mathrm{Re}\,\tau=0$ and $|\mathrm{Im}\,\tau|=0.25$, and hence $\delta$ up to its sign. If $d$ is not known, a mask with $d=0.532$ and real $\tau=-0.036$ has the same magnitudes, and with an even aberration $w_e=-28.07^\circ$ it gives the same images.

The image in a resist film is formed among reflections from the interfaces, and the medium is no longer uniform. Let the film and its substrate be flat, isotropic layers, let the light be TE, and neglect light that returns to the wafer from the lens. At a fixed depth in the film, order 0 is multiplied by a complex factor $g_0$. The side orders are both multiplied by one factor $g_1$, because reflection in the plane $x=0$ exchanges them and leaves the layers as they are. Moving the wafer along the axis changes the phases with which the orders arrive, and leaves $g_0$ and $g_1$ alone. With $\gamma=\arg(g_1/g_0)$ and real $a_0$, $a_1$ of equal sign, the harmonics at that depth are

$$
B_1=4a_0a_1|g_0g_1|\cos(\Phi-\gamma),\qquad B_2=2a_1^2|g_1|^2 ,
$$

where $\Phi$ is computed for the medium above the film. The second harmonic at a given depth does not respond to the wafer position. It varies with depth wherever $|g_1|$ does, as in a film that absorbs or carries standing waves; in a lossless film on an index-matched substrate $|g_1|$ is constant and the second harmonic is the same at every depth. The best focus varies with depth through $\gamma$.

The wafer may also move along the axis during the exposure. The resist then adds up intensities from different planes. For a motion that covers $-Z\le z\le Z$ uniformly, and with $q=k(1-\cos\theta)$, the mean of the cosine factor is

$$
\frac1{2Z}\int_{-Z}^{Z}\cos qz\,dz=\frac{\sin qZ}{qZ}.
$$

The fundamental of the accumulated dose is reduced by this factor. The second harmonic is the same in all the planes and is not reduced.

All the cases so far keep the second harmonic independent of focus. Two changes that can remove that property are treated here. The first is a source that extends in the plane of the orders. Let a source point be tilted so that order 0 travels in the image medium with direction sine $s$. The orders then have direction sines and cosines

$$
s_m=s+m\sin\theta,\qquad c_m=\sqrt{1-s_m^2},\qquad m=0,\pm1 .
$$

The side orders no longer make equal angles with the axis, and $c_1\ne c_{-1}$. Relative to order 0, their propagation phases are $kz(c_{\pm1}-c_0)$. Split these into even and odd parts:

$$
e=kz\left(\frac{c_1+c_{-1}}2-c_0\right),\qquad o=kz\,\frac{c_1-c_{-1}}2 .
$$

The side orders carry the phases $e\pm o$, and the algebra is that of the aberrated lens with $w_e-\Phi$ replaced by $e$ and $w_o$ by $o$. The image from this source point is

$$
I_s=a_0^2+2a_1^2+4a_0a_1\cos e\cos(Kx+o)+2a_1^2\cos(2Kx+2o).
$$

The second harmonic of this image still has its full magnitude, but the pattern has moved sideways by $-o/K$. The opposite source point, at $-s$, exchanges $c_1$ and $c_{-1}$. This leaves $e$ unchanged and reverses $o$. If the two points are mutually incoherent and equally bright, their intensities are averaged. With $\tfrac12[\cos(u+v)+\cos(u-v)]=\cos u\cos v$ the harmonics become

$$
B_1=4a_0a_1\cos e\cos o,\qquad B_2=2a_1^2\cos2o .
$$

The second harmonic now depends on focus. It fades as the image plane first moves away from $z=0$, because two displaced copies of the pattern are added.

For $s=0.05$ and $z=125$ nm, the side orders have sines $0.85$ and $-0.75$, both within the numerical aperture of 0.90, and cosines $0.5268$ and $0.6614$. With $kz=2\pi\times125/200=3.927$,

$$
o=3.927\times\frac{0.5268-0.6614}{2}=-0.264\ \text{rad},\qquad \cos2o=0.863 .
$$

The second harmonic drops from 0.203 to 0.175, a loss of 14 per cent relative to the axial source. For small tilt, expanding the cosines to first order in $s$ gives $c_{\pm1}\approx\cos\theta\mp s\tan\theta$, and hence

$$
o\approx-kzs\tan\theta,\qquad \cos2o\approx1-2(kzs\tan\theta)^2 .
$$

The second harmonic may be treated as fixed while $k|zs|\tan\theta$ is small compared with 1. The condition becomes harder to meet as the defocus, the source size or the angle of the side orders grows. An extended source that is symmetric about the axis, consists of mutually incoherent points and tilts the light only in the plane of the orders can be divided into such pairs. If all three orders pass the lens for every point, its image is the average over the pairs, weighted by their brightness. In the worked case this requires $|s|\le0.90-0.80=0.10$, about 0.11 of the numerical aperture. For a wider source the outer points lose a side order, and the formulas above do not apply to them.

The second change is the admission of further orders. If $\pm2$ also pass, with real amplitude $a_2$ and phase lag $\Phi_2=kz(1-\cos\theta_2)$, the field without its common phase factor is

$$
E=a_0+2a_1e^{-i\Phi}\cos Kx+2a_2e^{-i\Phi_2}\cos2Kx .
$$

In $|E|^2$ the second harmonic has two sources. The square of the middle term gives $2a_1^2\cos2Kx$, as before. The product of the first and last terms gives $4a_0a_2\cos\Phi_2\cos2Kx$. The product of the middle and last terms contains $\cos Kx\cos2Kx=\tfrac12(\cos Kx+\cos3Kx)$, and the square of the last term contains a constant and $\cos4Kx$, so neither contributes. Hence

$$
B_2=2a_1^2+4a_0a_2\cos\Phi_2 .
$$

The beams $0$ and $\pm2$ make different angles with the axis, and their fringes have the same spatial frequency as those of the pair $(+1,-1)$. The same product that was discarded here also alters the fundamental, which becomes $4a_0a_1\cos\Phi+4a_1a_2\cos(\Phi_2-\Phi)$. Neither half of the three-beam law survives in general.

A mask of period 500 nm with clear fraction 0.30 shows the size of the effect with the same light and lens. Its second orders have $\sin\theta_2=0.8$ and pass. The amplitudes are $a_0=0.3000$, $a_1=0.2575$ and $a_2=0.1514$. In focus $B_2=0.1326+0.1816=0.314$. At $z=125$ nm $\Phi_2=90^\circ$, the second contribution vanishes, and $B_2=0.133$. More than half of the second harmonic has gone. For equal lines and spaces $a_2=\sin(2\pi d)/(2\pi)=0$, and a lens that admits the second orders receives no light in them from this thin mask.

These cases show which measurement tests what. In a three-beam image with an axial source, a change of the second harmonic through focus cannot be put down to an even or odd pupil phase, to unequal side orders or to a mask phase, since none of these produces it in the present model. A source extended in the plane of the orders and additional orders can produce it. The numerical output lists through-focus values of the worked case in TE and TM light, and selected values for the pupil phases, the leaking mask, the tilted source points and the five beams.

## Values computed for the example and the checks

```
wavelength 200 nm, index 1.0
period 250 nm, clear fraction 0.50, NA 0.90
sin(theta) = 0.8000, cos(theta) = 0.6000
theta = 53.13 deg
amplitudes a0 = 0.50000, a1 = 0.31831
defocus for Phi = 90 deg: 125.00 nm
small-angle Phi at that defocus: 72.00 deg
TE image; B0, B1, B2 = mean, fundamental, second harmonic
Ic, Ie, Id = intensity at x = 0, p/4, p/2; NILS at p/4
z/nm  Phi/deg  B0  B1  B2  Ic  Ie  Id  NILS
0.00 0.0 0.4526 0.6366 0.2026 1.2919 0.2500 0.0187 8.000
31.25 22.5 0.4526 0.5882 0.2026 1.2434 0.2500 0.0671 7.391
62.50 45.0 0.4526 0.4502 0.2026 1.1054 0.2500 0.2051 5.657
93.75 67.5 0.4526 0.2436 0.2026 0.8989 0.2500 0.4117 3.061
125.00 90.0 0.4526 0.0000 0.2026 0.6553 0.2500 0.6553 0.000
187.50 135.0 0.4526 -0.4502 0.2026 0.2051 0.2500 1.1054 5.657
250.00 180.0 0.4526 -0.6366 0.2026 0.0187 0.2500 1.2919 8.000
threshold a0^2 = 0.2500, a1/a0 = 0.6366
dark centre reaches threshold at z = 70.08 nm
Phi there = 50.46 deg
TM image: z/nm, B0, B1, B2
0.00 0.4526 0.3820 -0.0567
62.50 0.4526 0.2701 -0.0567
125.00 0.4526 0.0000 -0.0567
pupil phases: even 0.30 rad, odd 0.20 rad
at z = 62.50 nm: fundamental 0.5631, pattern shift -7.958 nm
leaky line amplitude 0.25, phase 90 deg
delta = -28.07 deg, best focus z = -38.99 nm
source tilt sine +-0.05, z = 125 nm: B2 = 0.1750
ratio to on-axis B2: 0.8634
five beams: period 500 nm, clear fraction 0.30
a0, a1, a2 = 0.3000, 0.2575, 0.1514
five beams, z = 0 nm: B2 = 0.3143
five beams, z = 125 nm: B2 = 0.1326
```
